\section*{Translation vector and atom count of an (n,m) carbon nanotube}

\section{Problem}

A graphene sheet has lattice vectors $\mathbf a_1$ and $\mathbf a_2$ at an angle of $60^\circ$,
\begin{equation}
|\mathbf a_1|=|\mathbf a_2|=a,\qquad \mathbf a_1\cdot\mathbf a_2=\tfrac12 a^2 .
\label{eq:dots}
\end{equation}
Each primitive cell holds two atoms. With the origin on an atom, the A atoms sit at the lattice vectors $\mathbf R=i\,\mathbf a_1+j\,\mathbf a_2$ ($i,j$ integers) and the B atoms at $\mathbf R+\boldsymbol\delta$, where $\boldsymbol\delta=(\mathbf a_1+\mathbf a_2)/3$.

An ideal single-wall $(n,m)$ nanotube is made by rolling the sheet into a cylinder so that the vector
\begin{equation}
\mathbf C=n\,\mathbf a_1+m\,\mathbf a_2,\qquad n\ge 1,\quad m\ge 0,
\label{eq:C}
\end{equation}
becomes the circumference. The tube is infinitely long, has no defects, and keeps the atomic positions that rolling gives it.

\begin{enumerate}
\item Find the shortest translation $\mathbf T$ along the axis that maps the tube onto itself.
\item Find the number $N$ of carbon atoms in one translational cell, that is, in a length $|\mathbf T|$ of tube.
\item Evaluate both for the tubes $(10,10)$, $(6,5)$ and $(9,0)$.
\end{enumerate}

The number $N$ fixes the size of a band-structure calculation that uses the axial translations as its only symmetry. In a tight-binding model with one orbital per atom, the Bloch Hamiltonian is an $N\times N$ matrix, so there are $N$ bands in a one-dimensional Brillouin zone of width $2\pi/|\mathbf T|$. Lengths are given in units of $a$, the natural unit of this geometric problem.

\section{First estimate by scaling}

The circumference follows from \eqref{eq:dots}:
\begin{equation}
|\mathbf C|^2=n^2a^2+m^2a^2+2nm\,\tfrac12a^2=a^2M,\qquad M\equiv n^2+nm+m^2 .
\label{eq:M}
\end{equation}
The area of a primitive cell is
\begin{equation}
A_c=|\mathbf a_1\times\mathbf a_2|=a^2\sin60^\circ=\tfrac{\sqrt3}{2}a^2 ,
\label{eq:Ac}
\end{equation}
so the sheet carries $2/A_c=4/(\sqrt3\,a^2)$ atoms per unit area.

The period is still unknown. The vector $\mathbf T$ must join two equivalent points of the lattice and be perpendicular to $\mathbf C$. If the integers that describe $\mathbf C$ are of order $n$, it is plausible that those describing a perpendicular lattice vector are of the same order. This suggests $|\mathbf T|\approx|\mathbf C|$. The unrolled cell is then a square of area $|\mathbf C|^2=a^2M$, and
\begin{equation}
N_{\rm est}=\frac{4}{\sqrt3\,a^2}\,a^2M=\frac{4M}{\sqrt3}.
\label{eq:est}
\end{equation}
For the three tubes $M=300$, $91$ and $81$, which gives
\begin{equation}
N_{\rm est}(10,10)\approx693,\qquad N_{\rm est}(6,5)\approx210,\qquad N_{\rm est}(9,0)\approx187 .
\label{eq:estnum}
\end{equation}
The estimate says that a wider tube has a larger cell. It rests on the guess for $|\mathbf T|$, which the exact solution replaces.

\section{Exact solution}

\subsection{The axial period is a lattice vector}

Rolling sends a point $\mathbf r$ of the sheet to a point of the cylinder. Two points of the sheet land on the same point of the cylinder when they differ by $k\mathbf C$ with integer $k$, and not otherwise. A shift of the tube along its axis corresponds to a displacement $\boldsymbol\tau$ of the sheet with $\boldsymbol\tau\cdot\mathbf C=0$.

Suppose this shift maps the tube onto itself. Then for every atom $\mathbf r$ of the sheet, the point $\mathbf r+\boldsymbol\tau$ lands on some atom of the tube, so that
\begin{equation}
\mathbf r+\boldsymbol\tau=\mathbf r'+k\mathbf C
\end{equation}
for some atom $\mathbf r'$ of the sheet. Since $\mathbf C$ is a lattice vector, $\mathbf r'+k\mathbf C$ is also an atom of the sheet. Hence $\boldsymbol\tau$ carries every atom of the flat honeycomb to an atom.

It remains to see which displacements do this. Follow the A atom at the origin.
\begin{itemize}
\item If it goes to an A atom, $\boldsymbol\tau$ is a lattice vector.
\item If it goes to a B atom, $\boldsymbol\tau=\mathbf R+\boldsymbol\delta$. The B atom at $\boldsymbol\delta$ then goes to $\mathbf R+2\boldsymbol\delta=\mathbf R+\tfrac23(\mathbf a_1+\mathbf a_2)$. This is not an A site, because $\tfrac23$ is not an integer. It is not a B site either, because subtracting $\boldsymbol\delta$ leaves the fraction $\tfrac13$. The point is empty, so this case is excluded.
\end{itemize}
Therefore
\begin{equation}
\boldsymbol\tau=t_1\mathbf a_1+t_2\mathbf a_2,\qquad t_1,t_2\ \text{integers}.
\label{eq:tau}
\end{equation}
Conversely, every lattice vector perpendicular to $\mathbf C$ maps the sheet, and with it the tube, onto itself. The task is to find the shortest nonzero one.

\subsection{The condition of orthogonality}

With \eqref{eq:dots},
\begin{align}
\mathbf C\cdot\boldsymbol\tau
&=n t_1a^2+m t_2a^2+(n t_2+m t_1)\tfrac12a^2\nonumber\\
&=\tfrac12a^2\left[t_1(2n+m)+t_2(2m+n)\right].
\end{align}
Setting this to zero gives
\begin{equation}
t_1(2n+m)=-t_2(2m+n).
\label{eq:orth}
\end{equation}
One integer solution is $t_1=2m+n$, $t_2=-(2n+m)$. It may be a multiple of a shorter one. To find out, divide out the greatest common divisor
\begin{equation}
d_R=\gcd(2n+m,\,2m+n)
\label{eq:dR}
\end{equation}
and write $2n+m=d_R\,p$ and $2m+n=d_R\,q$. The integers $p$ and $q$ are positive and have no common factor. Equation \eqref{eq:orth} becomes
\begin{equation}
t_1p=-t_2q .
\end{equation}
The right-hand side is divisible by $q$, so $q$ divides $t_1p$. Since $q$ shares no factor with $p$, it divides $t_1$. Put $t_1=kq$ with integer $k$. Then $kqp=-t_2q$, and division by $q$ gives $t_2=-kp$. All solutions are thus
\begin{equation}
(t_1,t_2)=k\,(q,-p).
\end{equation}
Their lengths are proportional to $|k|$, so the shortest nonzero ones have $k=\pm1$. They point in opposite directions along the axis. With $k=1$,
\begin{equation}
\boxed{\;\mathbf T=\frac{(2m+n)\,\mathbf a_1-(2n+m)\,\mathbf a_2}{d_R}\;}
\label{eq:T}
\end{equation}

\subsection{The length of the period}

From \eqref{eq:T} and \eqref{eq:dots}, where the cross term is $-2\cdot\tfrac12=-1$ times the product of the coefficients,
\begin{equation}
\frac{d_R^2|\mathbf T|^2}{a^2}=(2m+n)^2+(2n+m)^2-(2m+n)(2n+m).
\end{equation}
The squares add up to
\begin{equation}
(4m^2+4nm+n^2)+(4n^2+4nm+m^2)=5n^2+8nm+5m^2,
\end{equation}
and the product is $4nm+2m^2+2n^2+nm=2n^2+5nm+2m^2$. The difference is $3n^2+3nm+3m^2=3M$. With \eqref{eq:M},
\begin{equation}
|\mathbf T|=\frac{\sqrt{3M}}{d_R}\,a=\frac{\sqrt3\,|\mathbf C|}{d_R}.
\label{eq:Tlen}
\end{equation}

\subsection{The number of atoms}

Unrolled, one translational cell is the rectangle with sides $\mathbf C$ and $\mathbf T$. Of each pair of opposite edges one is included and the other left out, so that copies of the rectangle cover the sheet without overlap. Both sides are lattice vectors, so every copy contains the same number $\nu$ of A atoms.

To find $\nu$, take a block of $L\times L$ rectangles. It contains $L^2\nu$ A atoms and has area $L^2|\mathbf C\times\mathbf T|$. The primitive cells also cover the sheet, with one A atom each. The number of primitive cells cut by the edge of the block grows in proportion to $L$, so
\begin{equation}
L^2\nu=L^2\,\frac{|\mathbf C\times\mathbf T|}{A_c}+O(L).
\end{equation}
Dividing by $L^2$ and letting $L\to\infty$ gives $\nu=|\mathbf C\times\mathbf T|/A_c$. The same argument holds for the B atoms.

For the cross product, $\mathbf a_1\times\mathbf a_1=\mathbf a_2\times\mathbf a_2=0$ and $\mathbf a_2\times\mathbf a_1=-\mathbf a_1\times\mathbf a_2$, so that
\begin{equation}
\mathbf C\times\mathbf T=(n t_2-m t_1)\,\mathbf a_1\times\mathbf a_2 .
\end{equation}
With the components from \eqref{eq:T},
\begin{equation}
n t_2-m t_1=\frac{-n(2n+m)-m(2m+n)}{d_R}=-\frac{2(n^2+nm+m^2)}{d_R}.
\end{equation}
The sign records the orientation of the pair $(\mathbf C,\mathbf T)$ and drops out of the area. Hence $\nu=2M/d_R$. This is the number of primitive cells, or equally of hexagons, per translational cell. With two atoms in each,
\begin{equation}
\boxed{\;N=2\nu=\frac{4(n^2+nm+m^2)}{d_R}\;}
\label{eq:N}
\end{equation}

\subsection{A rule for the divisor}

The divisor $d_R$ is closely related to $d=\gcd(n,m)$, where $\gcd(n,0)=n$. Write $n=d\,n'$ and $m=d\,m'$, with $n'$ and $m'$ free of common factors. Then $d_R=d\,g$ with
\begin{equation}
g=\gcd(2n'+m',\,2m'+n').
\end{equation}
The number $g$ divides the combinations
\begin{align}
2(2n'+m')-(2m'+n')&=3n',\\
2(2m'+n')-(2n'+m')&=3m',
\end{align}
and therefore divides $\gcd(3n',3m')=3$. So $g$ is 1 or 3. To decide which, write
\begin{equation}
2n'+m'=3n'-(n'-m'),\qquad 2m'+n'=3m'+(n'-m').
\end{equation}
Both are divisible by 3 if $n'-m'$ is, and neither is otherwise. Since $n-m=d(n'-m')$,
\begin{equation}
d_R=\begin{cases}3d & \text{if } n-m \text{ is divisible by } 3d,\\ d & \text{otherwise.}\end{cases}
\label{eq:rule}
\end{equation}

\subsection{The three tubes}

\paragraph{(10,10).} Here $2n+m=2m+n=30$, so $d_R=30$. This agrees with \eqref{eq:rule}: $d=10$, and $n-m=0$ is divisible by $30$. Then
\begin{equation}
\mathbf T=\mathbf a_1-\mathbf a_2,\qquad |\mathbf T|=\frac{\sqrt3\times17.3205}{30}\,a=1.0000\,a,\qquad N=\frac{4\times300}{30}=40 .
\end{equation}
Using $d=10$ in place of $d_R$ would give 120 atoms, which is three translational cells.

\paragraph{(6,5).} Here $2n+m=17$ and $2m+n=16$ have no common factor, so $d_R=1$ and
\begin{equation}
\mathbf T=16\,\mathbf a_1-17\,\mathbf a_2,\qquad |\mathbf T|=\sqrt3\times9.5394\,a=16.523\,a,\qquad N=4\times91=364 .
\end{equation}

\paragraph{(9,0).} Here $2n+m=18$ and $2m+n=9$, so $d_R=9$ and
\begin{equation}
\mathbf T=\mathbf a_1-2\mathbf a_2,\qquad |\mathbf T|=\frac{\sqrt3\times9}{9}\,a=1.7321\,a,\qquad N=\frac{4\times81}{9}=36 .
\end{equation}
This tube also shows why an axial shift from one atom to another need not be a period. The B atom at $\boldsymbol\delta-\mathbf a_2=(\mathbf a_1-2\mathbf a_2)/3=\mathbf T/3$ lies straight along the axis from the A atom at the origin, at a distance $1.7321\,a/3=0.5774\,a$. A shift by $\mathbf T/3$ puts the A atom on this B atom, but it moves the B atom to $2\mathbf T/3$, which is an empty point.

The numerical check checks these results on atoms placed on a three-dimensional cylinder. For 110 tubes it finds the smallest axial shift that maps the tube onto itself and counts the atoms in one period, without using $d_R$ in the search. In the $(9,0)$ tube it tries the shift of $0.5774\,a$ and rejects it.

\section{Comparison of the estimate with the exact result}

Dividing \eqref{eq:N} by \eqref{eq:est} gives
\begin{equation}
\frac{N}{N_{\rm est}}=\frac{4M/d_R}{4M/\sqrt3}=\frac{\sqrt3}{d_R}=\frac{|\mathbf T|}{|\mathbf C|},
\label{eq:ratio}
\end{equation}
where the last step is \eqref{eq:Tlen}. The density of atoms was treated correctly in the estimate, so its whole error comes from the guess $|\mathbf T|\approx|\mathbf C|$.

\begin{center}
\begin{tabular}{lrrrr}
Tube & $d_R$ & $N_{\rm est}$ & $N$ & $N/N_{\rm est}$\\
\hline
$(6,5)$ & 1 & 210 & 364 & 1.73\\
$(9,0)$ & 9 & 187 & 36 & 0.19\\
$(10,10)$ & 30 & 693 & 40 & 0.058
\end{tabular}
\end{center}

For $d_R=1$ the estimate is low by the factor $\sqrt3$. For $d_R=2$ and $3$ the ratio is $0.87$ and $0.58$, so for $d_R\le3$ the estimate is right within a factor $\sqrt3$. For large $d_R$ it fails, because the perpendicular vector with components of order $n$ is then a multiple of a much shorter lattice vector. By \eqref{eq:ratio}, the failure at a given circumference is greatest when $\mathbf T$ is shortest. A lattice vector $i\,\mathbf a_1+j\,\mathbf a_2$ has squared length $(i^2+ij+j^2)\,a^2$, so the two shortest lengths are $a$ and $\sqrt3\,a$, and these are the periods of the two achiral families:
\begin{align}
(n,n):&\quad d_R=3n,\quad |\mathbf T|=a,\quad N=\frac{4\times3n^2}{3n}=4n,\\
(n,0):&\quad d_R=n,\quad |\mathbf T|=\sqrt3\,a,\quad N=\frac{4n^2}{n}=4n .
\end{align}
In these families the period does not depend on the diameter, and $N$ grows linearly with $n$, not quadratically. The same holds along any fixed direction of $\mathbf C$. For $(n,m)=(k n',k m')$ the divisor $d_R$ is proportional to $k$ and $M$ to $k^2$, so $\mathbf T$ is fixed and $N\propto k$. The tubes $(2k,k)$, for example, have $|\mathbf T|=\sqrt{21}\,a$ and $N=28k$. What singles out the achiral families is that their periods are the shortest.

The estimate also puts the tubes in the wrong order. It gives $(10,10)$ a cell $300/91\approx3.3$ times as large as that of $(6,5)$. In fact the cell of the narrower $(6,5)$ tube holds $364/40=9.1$ times as many atoms. The size of the cell depends on the arithmetic of $n$ and $m$ as well as on the diameter, and a small change of the indices can change it greatly.

\section{Conditions of validity}

The form of the results depends on the $60^\circ$ convention. If the lattice vectors are chosen at $120^\circ$, the scalar product in \eqref{eq:dots} changes sign, $M$ becomes $n^2-nm+m^2$, and for $m\neq0$ the same pair of indices denotes a different vector $\mathbf C$.

A relaxation of the atoms that leaves the translational symmetry unchanged may alter the length $|\mathbf T|$, but not the count $N$. A distortion that repeats only after several periods, multiplies $N$ by the number of periods it spans. An example is the Kekul\'e bond pattern, which repeats under the lattice vectors $i\,\mathbf a_1+j\,\mathbf a_2$ with $i-j$ divisible by 3: it triples the cell of an $(n,n)$ tube, where $\mathbf T=\mathbf a_1-\mathbf a_2$, and leaves that of $(9,0)$, where $\mathbf T=\mathbf a_1-2\mathbf a_2$, unchanged. For a finite tube, or one with randomly placed defects, there is no axial period, and $N$ then describes the ideal tube from which the real one departs.

\section*{Table of computed values}
\begin{verbatim}
Lengths in units of the lattice constant a; counts are pure numbers
Tube (10,10)
  n^2+nm+m^2 = 300
  2n+m = 30, 2m+n = 30
  gcd(n,m) = 10, d_R = 30
  T components (t1,t2) = (1,-1)
  |C| = 17.3205 a
  |T| from formula = 1.0000 a
  period measured on 3D tube = 1.0000 a
  hexagons per cell from formula = 20
  atoms per cell from formula = 40
  atoms counted on 3D tube: A 20, B 20, total 40
  count if gcd(n,m) replaced d_R = 120
Tube (6,5)
  n^2+nm+m^2 = 91
  2n+m = 17, 2m+n = 16
  gcd(n,m) = 1, d_R = 1
  T components (t1,t2) = (16,-17)
  |C| = 9.5394 a
  |T| from formula = 16.5227 a
  period measured on 3D tube = 16.5227 a
  hexagons per cell from formula = 182
  atoms per cell from formula = 364
  atoms counted on 3D tube: A 182, B 182, total 364
  count if gcd(n,m) replaced d_R = 364
Tube (9,0)
  n^2+nm+m^2 = 81
  2n+m = 18, 2m+n = 9
  gcd(n,m) = 9, d_R = 9
  T components (t1,t2) = (1,-2)
  |C| = 9.0000 a
  |T| from formula = 1.7321 a
  period measured on 3D tube = 1.7321 a
  hexagons per cell from formula = 18
  atoms per cell from formula = 36
  atoms counted on 3D tube: A 18, B 18, total 36
  count if gcd(n,m) replaced d_R = 36
Smallest rejected trial shift in (9,0) = 0.5774 a
Tubes tested (n = 1..10, m = 0..10) = 110
Largest period error over all tubes = 3.6e-15 a
\end{verbatim}
